# Which four-dimensional oscillator states give the bound states of hydrogen: verification in Python

```python
# Kustaanheimo-Stiefel map of hydrogen (atomic units, H = -Lap3/2 - Z/r, fixed nucleus, no spin).
# u in R^4, z1 = u1+i u2, z2 = u3+i u4, x = z^dagger sigma z, r = |x| = rho^2 = |u|^2.
# Claim: Psi(u) = psi(x(u)) obeys (-Lap4/2 + w^2 rho^2/2) Psi = 4 Z Psi, w^2 = -8E, and K Psi = 0,
# K = -i(u1 d2 - u2 d1 + u3 d4 - u4 d3). At oscillator level N: w(N+2) = 4Z, E = -2Z^2/(N+2)^2,
# dimension C(N+3,3); eigenvalue k = P-Q of K (P+Q = N) has multiplicity (P+1)(Q+1), so
# ker K is empty for odd N and has dimension n^2 for N = 2n-2, with l = 0..n-1.
import numpy as np, sympy as sp, scipy.sparse as sps
from math import comb, factorial, pi, sqrt
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_hermite, eval_genlaguerre, lpmv, roots_laguerre
from scipy.constants import physical_constants
rng = np.random.default_rng(1)
HARTREE_EV = physical_constants['Hartree energy in eV'][0]

# ---------- symbolic geometry ----------
u = sp.symbols('u1:5', real=True); X = sp.symbols('x1:4', real=True)
w = sp.symbols('w', positive=True)
xu = [2*(u[0]*u[2]+u[1]*u[3]), 2*(u[0]*u[3]-u[1]*u[2]), u[0]**2+u[1]**2-u[2]**2-u[3]**2]
rho2 = sum(a**2 for a in u)
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
def real_gen(M):  # real 4x4 matrix of dz = M z
    return np.kron(M.real, np.eye(2)) + np.kron(M.imag, np.array([[0., -1.], [1., 0.]]))
AK = real_gen(1j*np.eye(2)); AL = [real_gen(-0.5j*s) for s in sig]
def field(A, f):
    return sum(sp.Rational(int(round(2*A[a, b])), 2)*u[b]*sp.diff(f, u[a]) for a in range(4) for b in range(4))
lap4 = lambda f: sum(sp.diff(f, a, 2) for a in u)
assert sp.expand(sum(a**2 for a in xu) - rho2**2) == 0
for i in range(3):
    assert lap4(xu[i]) == 0 and sp.expand(field(AK, xu[i])) == 0
    for j in range(3):
        assert sp.expand(sum(sp.diff(xu[i], a)*sp.diff(xu[j], a) for a in u) - 4*rho2*int(i == j)) == 0
        assert sp.expand(field(AL[i], xu[j]) - sum(sp.LeviCivita(j, i, k)*xu[k] for k in range(3))) == 0
zs = [u[0]+sp.I*u[1], u[2]+sp.I*u[3]]; G = sp.exp(-w*rho2/2)
level2 = [(p, 0) for p in xu+[w*rho2-2]] + [(p, 2) for p in (zs[0]**2, zs[0]*zs[1], zs[1]**2)]
for p, k in level2:
    f = p*G
    assert sp.expand(sp.expand((-lap4(f)/2 + w**2*rho2*f/2 - 4*w*f)/G)) == 0
    assert sp.expand(sp.expand((-sp.I*field(AK, f) - k*f)/G)) == 0

R = sp.sqrt(sum(a**2 for a in X)); pull = lambda f: f.subs(dict(zip(X, xu)), simultaneous=True)
ks = sp.lambdify(u, xu)
ftest = sp.exp(-R/2)*(1+X[0]*X[2]) + sp.sin(X[0])*X[1]**2
U = rng.normal(size=(4, 30))*0.7; xs = np.array(ks(*U))
lhs = sp.lambdify(u, lap4(pull(ftest)))(*U)
rhs = sp.lambdify(X, 4*R*sum(sp.diff(ftest, a, 2) for a in X))(*xs)
assert np.max(abs(lhs-rhs)) < 1e-10*np.max(abs(rhs))

def section(x, alpha):  # a preimage of x on the circle labelled by alpha
    r = np.sqrt((x**2).sum(0)); th = np.arctan2(np.hypot(x[0], x[1]), x[2]); ph = np.arctan2(x[1], x[0])
    z1 = np.sqrt(r)*np.cos(th/2)*np.exp(1j*alpha); z2 = np.sqrt(r)*np.sin(th/2)*np.exp(1j*(alpha+ph))
    return np.array([z1.real, z1.imag, z2.real, z2.imag])
assert np.allclose(section(xs, np.arctan2(U[1], U[0])), U, atol=1e-12)  # every u lies on its circle
for c in range(30):
    z = np.array([U[0, c]+1j*U[1, c], U[2, c]+1j*U[3, c]])
    half = 0.5*(np.linalg.norm(xs[:, c])*np.eye(2) + sum(xs[i, c]*sig[i] for i in range(3)))
    assert np.allclose(np.outer(z, z.conj()), half, atol=1e-12)

# ---------- measure: 4D Gauss-Hermite against 3D spherical quadrature ----------
def sphere_quad(beta):
    s, ws = roots_laguerre(20); c, wc = np.polynomial.legendre.leggauss(12); ph = 2*pi*(np.arange(16)+0.3)/16
    r, ct, p = [a.ravel() for a in np.meshgrid(s/beta, c, ph, indexing='ij')]
    W = np.einsum('i,j,k->ijk', ws*np.exp(s)*s**2/beta**3, wc, np.full(16, 2*pi/16)).ravel()
    st = np.sqrt(1-ct**2)
    return np.array([r*st*np.cos(p), r*st*np.sin(p), r*ct]), r, ct, p, W
g = sp.exp(-R/2)*(1+X[0]-X[1]*X[2]+X[2]**2/3); gu = pull(g)
t, wt = np.polynomial.hermite.hermgauss(8)
U4 = np.array([a.ravel() for a in np.meshgrid(t, t, t, t, indexing='ij')])
wq = wt*np.exp(t**2); W4 = np.einsum('i,j,k,l->ijkl', wq, wq, wq, wq).ravel()
x3, r3, _, _, W3 = sphere_quad(1.0)
g4 = sp.lambdify(u, gu)(*U4); g3 = sp.lambdify(X, g)(*x3)
gr4 = sum(sp.lambdify(u, sp.diff(gu, a))(*U4)**2 for a in u)
gr3 = sum(sp.lambdify(X, sp.diff(g, a))(*x3)**2 for a in X)
ratios = [W4@g4**2/(W3@(g3**2/r3)), W4@((U4**2).sum(0)*g4**2)/(W3@g3**2), W4@gr4/(W3@gr3)]
assert np.allclose(ratios, [pi/4, pi/4, pi], rtol=1e-10)
assert W3@(g3**2/r3) <= sqrt((W3@g3**2)*(W3@gr3))

# ---------- Cartesian Fock basis (unit frequency; K and L are scale invariant) ----------
NMAX = 8; d = NMAX+2
a1 = sps.diags(np.sqrt(np.arange(1, d)), 1)
def mode(i):
    return sps.kron(sps.kron(sps.identity(d**i), a1), sps.identity(d**(3-i))).tocsc()
low = [mode(i) for i in range(4)]
pos = [(a+a.T)/sqrt(2) for a in low]; der = [(a-a.T)/sqrt(2) for a in low]
gen = lambda A: (-1j*sum(A[a, b]*(pos[b]@der[a]) for a in range(4) for b in range(4) if A[a, b] != 0)).tocsc()
Kop = gen(AK); Lop = [gen(A) for A in AL]
R2op = sum(p@p for p in pos).tocsc(); Hop = (0.5*R2op - 0.5*sum(q@q for q in der)).tocsc()
circ = [((low[i]-1j*low[i+1])/sqrt(2), (low[i]+1j*low[i+1])/sqrt(2)) for i in (0, 2)]
Kcirc = sum(p.conj().T@p - m.conj().T@m for p, m in circ).tocsc()
occ = np.indices((d,)*4).reshape(4, -1); tot = occ.sum(0)
lev = {}
for N in range(NMAX+1):
    idx = np.where(tot == N)[0]; out = np.where(tot != N)[0]
    assert len(idx) == comb(N+3, 3)
    for O in [Kop, Hop]+Lop:
        assert abs(O[:, idx][out]).max() < 1e-12           # level is invariant
    blk = lambda O: O[:, idx][idx].toarray()
    assert np.allclose(blk(Hop), (N+2)*np.eye(len(idx))) and np.allclose(blk(R2op), (N+2)*np.eye(len(idx)))
    assert np.allclose(blk(Kop), blk(Kcirc))
    ev, V = eigh(blk(Kop))
    mult = {k: int(np.sum(abs(ev-k) < 1e-9)) for k in range(-N, N+1)}
    for k in mult:
        assert mult[k] == (((N+k)//2+1)*((N-k)//2+1) if (N+k) % 2 == 0 else 0)
    ker = V[:, abs(ev) < 1e-9]
    L2 = ker.conj().T@sum(blk(L)@blk(L) for L in Lop)@ker
    lcount = {}
    if N % 2 == 0:
        n = N//2+1; e2 = eigh(L2)[0]
        lcount = {l: int(np.sum(abs(e2-l*(l+1)) < 1e-8)) for l in range(n)}
        assert ker.shape[1] == n*n and len(idx)*3 == n*(4*n*n-1)
        assert all(lcount[l] == 2*l+1 for l in range(n))
    lev[N] = dict(occ=occ[:, idx], ev=ev, V=V, ker=ker, L2=L2, mult=mult, lcount=lcount)

def osc(N, coef, om, Upts):  # oscillator wavefunctions, columns of coef
    s = sqrt(om)*Upts
    h = np.array([om**0.25*eval_hermite(k, s)*np.exp(-s**2/2)/sqrt(2**k*factorial(k)*sqrt(pi)) for k in range(N+1)])
    o = lev[N]['occ']
    return (h[o[0], 0]*h[o[1], 1]*h[o[2], 2]*h[o[3], 3]).T@coef
f0 = osc(4, lev[4]['V'], 1.0, section(xs, 0.0)); f1 = osc(4, lev[4]['V'], 1.0, section(xs, 0.7))
assert np.allclose(f1, f0*np.exp(0.7j*lev[4]['ev']), atol=1e-12) and abs(f1-f0).max() > 1e-3

# ---------- radial finite differences: levels and degeneracies; grid error about h^2 Z^4/8 ----------
hgrid = 0.002; rg = hgrid*np.arange(1, 50000); grid = {}
for Z in (1, 2):
    found = []
    for l in range(6):
        e = eigh_tridiagonal(1/hgrid**2 + l*(l+1)/(2*rg**2) - Z/rg, np.full(len(rg)-1, -0.5/hgrid**2),
                             eigvals_only=True, select='v', select_range=(-Z*Z-1.0, -Z*Z/40.0))
        found += [(l, x) for x in e]
    cnt = [sum(2*l+1 for l, x in found if abs(x+2*Z*Z/(N+2)**2) < 2e-5) for N in range(7)]
    assert cnt == [lev[N]['ker'].shape[1] for N in range(7)]
    assert sum(cnt) == sum(2*l+1 for l, x in found)
    grid[Z] = (found, cnt)

# ---------- mapped kernel states are the hydrogen shell ----------
res = {}
for Z in (1, 2):
    for n in range(1, 5):
        N = 2*n-2; om = 4*Z/(N+2); E = -om**2/8; ker = lev[N]['ker']
        psi = lambda x: osc(N, ker, om, section(x, rng.uniform(0, 2*pi, x.shape[1])))
        x = rng.normal(size=(3, 40)); r = rng.uniform(1, 6, 40)/Z; x *= r/np.linalg.norm(x, axis=0)
        h = 0.01/Z; p0 = psi(x); lap = 0
        for e in np.eye(3)[:, :, None]*h:
            lap = lap + (-psi(x+2*e)+16*psi(x+e)-30*p0+16*psi(x-e)-psi(x-2*e))/(12*h*h)
        resid = abs(-lap/2 - Z*p0/r[:, None] - E*p0).max()/abs(E*p0).max()
        assert resid < 1e-6
        xq, rq, ct, ph, W = sphere_quad(2*Z/n); pq = psi(xq)
        gram = pq.conj().T@(W[:, None]*pq); inv = pq.conj().T@((W/rq)[:, None]*pq)
        assert np.allclose(gram, 4*n*n/(pi*Z)*np.eye(n*n), atol=1e-9)
        invr = np.trace(inv).real/np.trace(gram).real
        assert abs(invr-Z/n**2) < 1e-10
        s = 2*Z*rq/n; hyd = []; ll = []
        for l in range(n):
            Rn = sqrt((2*Z/n)**3*factorial(n-l-1)/(2*n*factorial(n+l)))*np.exp(-s/2)*s**l*eval_genlaguerre(n-l-1, 2*l+1, s)
            for m in range(-l, l+1):
                c = sqrt((2*l+1)/(4*pi)*factorial(l-abs(m))/factorial(l+abs(m)))
                hyd.append(Rn*c*lpmv(abs(m), l, ct)*np.exp(1j*m*ph)); ll.append(l*(l+1))
        S = np.array(hyd).conj()@(W[:, None]*pq)/sqrt(gram[0, 0].real)
        assert np.allclose(S.conj().T@S, np.eye(n*n), atol=1e-9)
        assert np.allclose(S@lev[N]['L2']@S.conj().T, np.diag(ll), atol=1e-8)
        res[Z, n] = (om, E, resid, gram[0, 0].real, invr)

# ---------- output ----------
pt = (1.0, 0.5, -0.5, 1.0); xp = ks(*pt)
print("point u =", pt, "bohr^(1/2) -> x =", tuple(float(a) for a in xp), "bohr")
print(f"|x| = {np.linalg.norm(xp):.6f} bohr, rho^2 = {sum(a*a for a in pt):.6f} bohr")
print("integral ratios 4D/3D (dimensionless): norm/(1/r), rho^2/norm, gradients")
print("  " + "  ".join(f"{a:.8f}" for a in ratios) + f"   (pi/4 = {pi/4:.8f})")
print("N  level dim  dim ker K  grid count (Z=1)  -2/(N+2)^2 [hartree]")
for N in range(NMAX+1):
    gc = str(grid[1][1][N]) if N < 7 else "-"
    print(f"{N}  {len(lev[N]['ev']):4d}  {lev[N]['ker'].shape[1]:4d}  {gc:>4s}  {-2/(N+2)**2:.6f}")
print("N = 2 multiplicities of k:", {k: v for k, v in lev[2]['mult'].items() if v})
Z, n = 1, 3; N = 2*n-2; om, E, resid, nrm, invr = res[Z, n]
print(f"example: Z = {Z}, n = {n}, N = {N}")
print(f"omega = {om:.6f} a.u., omega (N+2) = {om*(N+2):.6f} a.u., decay constant omega/2 = {om/2:.6f} 1/bohr")
print(f"E = {E:.6f} hartree = {E*HARTREE_EV:.4f} eV (1 hartree = {HARTREE_EV:.4f} eV)")
for l, x in grid[1][0]:
    if abs(x-E) < 2e-5:
        print(f"grid energy l = {l}: {x:.6f} hartree (h = {hgrid} bohr)")
print("multiplicities of k:", {k: v for k, v in lev[N]['mult'].items() if v})
print("states per l in ker K:", lev[N]['lcount'])
print(f"<rho^2> in the level = (pi/4) norm^2 = {pi/4*nrm:.6f} bohr")
print(f"hydrogen norm^2 of mapped unit state = {nrm:.6f} bohr, its root = {sqrt(nrm):.6f} bohr^(1/2)")
print(f"<1/r> = {invr:.6f} 1/bohr")
print(f"relative residual of H psi - E psi (finite differences) = {resid:.1e}")
for n in range(1, 5):
    print(f"Z = 1, n = {n}: omega = {res[1, n][0]:.6f} a.u., E = {res[1, n][1]:.6f} hartree")
print("verified")
```

It prints:

```
point u = (1.0, 0.5, -0.5, 1.0) bohr^(1/2) -> x = (0.0, 2.5, 0.0) bohr
|x| = 2.500000 bohr, rho^2 = 2.500000 bohr
integral ratios 4D/3D (dimensionless): norm/(1/r), rho^2/norm, gradients
  0.78539816  0.78539816  3.14159265   (pi/4 = 0.78539816)
N  level dim  dim ker K  grid count (Z=1)  -2/(N+2)^2 [hartree]
0     1     1     1  -0.500000
1     4     0     0  -0.222222
2    10     4     4  -0.125000
3    20     0     0  -0.080000
4    35     9     9  -0.055556
5    56     0     0  -0.040816
6    84    16    16  -0.031250
7   120     0     -  -0.024691
8   165    25     -  -0.020000
N = 2 multiplicities of k: {-2: 3, 0: 4, 2: 3}
example: Z = 1, n = 3, N = 4
omega = 0.666667 a.u., omega (N+2) = 4.000000 a.u., decay constant omega/2 = 0.333333 1/bohr
E = -0.055556 hartree = -1.5117 eV (1 hartree = 27.2114 eV)
grid energy l = 0: -0.055556 hartree (h = 0.002 bohr)
grid energy l = 1: -0.055556 hartree (h = 0.002 bohr)
grid energy l = 2: -0.055556 hartree (h = 0.002 bohr)
multiplicities of k: {-4: 5, -2: 8, 0: 9, 2: 8, 4: 5}
states per l in ker K: {0: 1, 1: 3, 2: 5}
<rho^2> in the level = (pi/4) norm^2 = 9.000000 bohr
hydrogen norm^2 of mapped unit state = 11.459156 bohr, its root = 3.385138 bohr^(1/2)
<1/r> = 0.111111 1/bohr
relative residual of H psi - E psi (finite differences) = 7.8e-08
Z = 1, n = 1: omega = 2.000000 a.u., E = -0.500000 hartree
Z = 1, n = 2: omega = 1.000000 a.u., E = -0.125000 hartree
Z = 1, n = 3: omega = 0.666667 a.u., E = -0.055556 hartree
Z = 1, n = 4: omega = 0.500000 a.u., E = -0.031250 hartree
verified
```
